# Thermal Casimir–Polder attraction between two molecules at micrometre distances: verification in Python

```python
# Result under test: the free energy of interaction of two isotropic molecules
# in thermal radiation is
#   F = -(2 kT/R^6) sum'_n alpha_A(i xi_n) alpha_B(i xi_n) P(y_n) exp(-2 y_n),
# xi_n = 2 pi n kT, y_n = xi_n R/c, P(y) = 3+6y+5y^2+2y^3+y^4, n=0 halved,
# and it tends to -3 kT alpha_A(0) alpha_B(0)/R^6 for R beyond c/kT.
# R: distance, kT: thermal energy, c: speed of light, alpha: polarizability.
# Hartree atomic units (hbar = 1); distances are printed in micrometres.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq


def poly(y):
    return 3 + 6*y + 5*y**2 + 2*y**3 + y**4


def matsubara_free_energy(R, kT, pol_product, c, terms=20000):
    xi = 2*np.pi*kT*np.arange(terms)
    y = xi*R/c
    summand = pol_product(xi)*poly(y)*np.exp(-2*y)
    summand[0] *= 0.5
    return -2*kT/R**6*summand.sum()


# --- Product formula for sinh, on a ratio of two frequencies
w1, w2, temp = 1.3, 0.4, 0.3
xi = 2*np.pi*temp*np.arange(1000000)
logs = np.log((xi**2 + w1**2)/(xi**2 + w2**2))
logs[0] *= 0.5
direct = np.log(np.sinh(w1/(2*temp))/np.sinh(w2/(2*temp)))
assert abs(logs.sum() - direct) < 1e-5

# --- Dipole field tensor at imaginary frequency, by differentiation
X, Y, Z = sp.symbols('X Y Z', real=True)
r, q = sp.symbols('r q', positive=True)
dist = sp.sqrt(X**2 + Y**2 + Z**2)
yukawa = sp.exp(-q*dist)/dist
coords = (X, Y, Z)
tensor = sp.Matrix(3, 3, lambda i, j: sp.diff(yukawa, coords[i], coords[j])
                   - (q**2*yukawa if i == j else 0))
tensor = tensor.subs({X: 0, Y: 0, Z: r})
s = q*r
assert sp.simplify(tensor[2, 2] - 2*(1 + s)*sp.exp(-s)/r**3) == 0
assert sp.simplify(tensor[0, 0] + (1 + s + s**2)*sp.exp(-s)/r**3) == 0
trace = (tensor*tensor).trace()
assert sp.simplify(trace - 2*poly(s)*sp.exp(-2*s)/r**6) == 0
v = sp.symbols('v')
slope = sp.diff(poly(v)*sp.exp(-2*v), v)
assert sp.simplify(slope + (2*v + 4*v**2 + 2*v**4)*sp.exp(-2*v)) == 0

# --- Normal modes of two Drude molecules plus the photon field.
# Reduced units: c = 1, distance = 1. The even and odd combinations of the
# two dipoles decouple. Energy: photon part (k q - g d)^2/2, oscillator part,
# and Coulomb dipole-dipole part. Singular values are the mode frequencies.
alpha_d, omega_d, width, dk = 2e-4, 3.0, 0.05, 0.25
k = dk*(np.arange(400) + 0.5)
cosine, weight = np.polynomial.legendre.leggauss(160)


def mode_frequencies(parity, along_axis):
    if along_axis:
        pattern, coulomb = 1 - cosine**2, -2.0
    else:
        pattern, coulomb = (1 + cosine**2)/2, 1.0
    interference = 1 + parity*np.cos(np.outer(k, cosine))
    angular = 2*np.pi*interference @ (weight*pattern)
    g = np.sqrt(dk*k**2*np.exp(-(k*width)**2)*angular/(2*np.pi**2))
    matrix = np.diag(np.append(k, 0.0))
    matrix[:-1, -1] = -g*np.sqrt(alpha_d)*omega_d
    matrix[-1, -1] = omega_d*np.sqrt(1 + parity*alpha_d*coulomb)
    return np.linalg.svd(matrix, compute_uv=False)


modes = {(p, a): mode_frequencies(p, a)
         for p in (-1, 0, 1) for a in (True, False)}


def mode_free_energy(kT):
    def single(w):
        return w/2 + kT*np.log1p(-np.exp(-w/kT))
    total = 0.0
    for axis, count in ((True, 1), (False, 2)):
        change = (single(modes[1, axis]) + single(modes[-1, axis])
                  - 2*single(modes[0, axis]))
        total += count*change.sum()
    return total


def drude_product(x):
    return (alpha_d/(1 + (x/omega_d)**2))**2


print("Normal modes against Matsubara sum (c = R = 1, reduced units)")
print(f" static alpha {alpha_d:.1e}, oscillator frequency {omega_d:.1f},"
      f" photon modes {len(k)}")
for first_xi in (0.5, 1.5, 6.0):
    kT_red = first_xi/(2*np.pi)
    f_modes = mode_free_energy(kT_red)
    f_sum = matsubara_free_energy(1.0, kT_red, drude_product, 1.0)
    # Form factor and dipole self-dressing shift the result below 1.5 percent.
    assert abs(f_modes/f_sum - 1) < 0.015
    print(f" xi_1 = {first_xi:.1f}: F modes {f_modes:.4e},"
          f" F sum {f_sum:.4e}, ratio {f_modes/f_sum:.4f}")
thermal_red = -3*kT_red*alpha_d**2
assert abs(f_modes/thermal_red - 1) < 2e-3
print(f" xi_1 = 6.0: F modes / thermal law {f_modes/thermal_red:.5f}")

# --- Worked example
c = 1/const.fine_structure
hartree = const.physical_constants['Hartree energy'][0]
bohr = const.physical_constants['Bohr radius'][0]
um = 1e-6/bohr
T = 300.0
kT = const.k*T/hartree
aA, aB, wA, wB = 10.0, 20.0, 0.5, 0.4


def product(x):
    return aA*aB/((1 + (x/wA)**2)*(1 + (x/wB)**2))


def free(R, energy=kT):
    return matsubara_free_energy(R, energy, product, c)


def thermal(R):
    return -3*kT*aA*aB/R**6


nodes, node_weights = np.polynomial.legendre.leggauss(400)


def zero_temperature(R):
    u = (nodes + 1)/2
    scale = 1/(R/c + 1/wA + 1/wB)
    x = scale*u/(1 - u)
    jac = scale/(1 - u)**2*node_weights/2
    y = x*R/c
    return -np.sum(jac*product(x)*poly(y)*np.exp(-2*y))/(np.pi*R**6)


def exponent(R):
    h = 1e-3
    return -np.log(free(R*np.exp(h))/free(R*np.exp(-h)))/(2*h)


def energy_fraction(R):
    h = 1e-4
    slope_T = (free(R, kT*(1 + h)) - free(R, kT*(1 - h)))/(2*h)
    return 1 - slope_T/free(R)


length = c/kT
C6 = 1.5*aA*aB*wA*wB/(wA + wB)
cross = 23*length/(12*np.pi)
assert abs(-zero_temperature(0.5)*0.5**6/C6 - 1) < 1e-3
retarded = -23*c*aA*aB/(4*np.pi*(10*um)**7)
assert abs(zero_temperature(10*um)/retarded - 1) < 1e-3
assert abs(free(0.1*um)/zero_temperature(0.1*um) - 1) < 1e-5
crossing = brentq(lambda R: zero_temperature(R)/thermal(R) - 1, um, 20*um)
assert abs(crossing/cross - 1) < 1e-3

for R in np.array([3, 5, 7, 10, 15])*um:
    y1 = 2*np.pi*R/length
    n = np.arange(1, 200)
    bound = 2/3*poly(y1)*np.exp(-2*y1)*np.sum(n**4*np.exp(-2*(n - 1)*y1))
    assert 0 <= free(R)/thermal(R) - 1 <= bound
y1 = 2*np.pi
leading = 2/3*poly(y1)*np.exp(-2*y1)
excess = free(length)/thermal(length) - 1
assert abs(excess/leading - 1) < 1e-3
assert abs(energy_fraction(15*um)) < 1e-4
assert abs(exponent(15*um) - 6) < 1e-3

print("Worked example")
print(f" T = {T:.0f} K, kT = {kT:.5e} hartree, c = {c:.3f} a.u.")
print(f" alpha_A = {aA:.0f}, alpha_B = {aB:.0f} a.u.;"
      f" frequencies {wA:.1f}, {wB:.1f} hartree")
print(f" first Matsubara frequency xi_1 = {2*np.pi*kT:.5e} hartree")
print(f" thermal length c/kT = {length/um:.3f} um = {length:.4e} bohr")
print(f" decay length c/(4 pi kT) = {length/(4*np.pi)/um:.4f} um")
print(f" crossover distance = {cross/um:.3f} um,"
      f" over thermal length {cross/length:.4f}")
print(f" London C6 = {C6:.3f} a.u.")
print(f" thermal coefficient 3 kT aA aB = {3*kT*aA*aB:.5f} a.u.")
print(f" thermal coefficient / C6 = {3*kT*aA*aB/C6:.5f}")
for tolerance in (0.10, 0.01):
    reach = brentq(lambda R: free(R)/thermal(R) - 1 - tolerance, 2*um, 15*um)
    print(f" thermal law within {100*tolerance:.0f} percent beyond"
          f" {reach/um:.3f} um")
print(f" at R = c/kT: P(y_1) = {poly(y1):.1f},"
      f" exp(-2 y_1) = {np.exp(-2*y1):.4e}")
print(f" at R = c/kT: excess over thermal law {excess:.6f},"
      f" leading estimate {leading:.6f}")
print("Terms at R = 5 um, relative to the n = 0 term")
for n in (1, 2, 3):
    x = 2*np.pi*n*kT
    y = x*5*um/c
    term = 2*product(x)*poly(y)*np.exp(-2*y)/(3*aA*aB)
    print(f" n = {n}: y = {y:.4f}, P = {poly(y):.2f}, term = {term:.4e}")
print("R/um | F/hartree | F/F(T=0) | F/thermal law | local exponent")
for R_um in (0.001, 0.01, 0.1, 1.0, 3.0, 5.0, 7.0, 10.0, 15.0):
    R = R_um*um
    print(f" {R_um:6.3f} | {free(R):.4e} | {free(R)/zero_temperature(R):.4f}"
          f" | {free(R)/thermal(R):.5f} | {exponent(R):.4f}")
print("Internal energy U over free energy F")
for R_um in (1.0, 5.0, 10.0, 15.0):
    print(f" R = {R_um:.0f} um: U/F = {energy_fraction(R_um*um):.3e}")
print(f"|F|/kT at 5 um = {-free(5*um)/kT:.3e}")
print("tests ok")
```

Printed output:

```
Normal modes against Matsubara sum (c = R = 1, reduced units)
 static alpha 2.0e-04, oscillator frequency 3.0, photon modes 400
 xi_1 = 0.5: F modes -5.2429e-08, F sum -5.2174e-08, ratio 1.0049
 xi_1 = 1.5: F modes -5.2791e-08, F sum -5.2535e-08, ratio 1.0049
 xi_1 = 6.0: F modes -1.1465e-07, F sum -1.1463e-07, ratio 1.0002
 xi_1 = 6.0: F modes / thermal law 1.00052
Worked example
 T = 300 K, kT = 9.50043e-04 hartree, c = 137.036 a.u.
 alpha_A = 10, alpha_B = 20 a.u.; frequencies 0.5, 0.4 hartree
 first Matsubara frequency xi_1 = 5.96930e-03 hartree
 thermal length c/kT = 7.633 um = 1.4424e+05 bohr
 decay length c/(4 pi kT) = 0.6074 um
 crossover distance = 4.657 um, over thermal length 0.6101
 London C6 = 66.667 a.u.
 thermal coefficient 3 kT aA aB = 0.57003 a.u.
 thermal coefficient / C6 = 0.00855
 thermal law within 10 percent beyond 4.957 um
 thermal law within 1 percent beyond 7.093 um
 at R = c/kT: P(y_1) = 2292.7, exp(-2 y_1) = 3.4873e-06
 at R = c/kT: excess over thermal law 0.005329, leading estimate 0.005330
Terms at R = 5 um, relative to the n = 0 term
 n = 1: y = 4.1158, P = 538.81, term = 9.5547e-02
 n = 2: y = 8.2317, P = 6098.20, term = 2.8744e-04
 n = 3: y = 12.3475, P = 27848.63, term = 3.4865e-07
R/um | F/hartree | F/F(T=0) | F/thermal law | local exponent
  0.001 | -1.4622e-06 | 1.0000 | 116.81773 | 6.0022
  0.010 | -1.3666e-12 | 1.0000 | 109.18101 | 6.1065
  0.100 | -5.1734e-19 | 1.0000 | 41.33078 | 6.8044
  1.000 | -5.8214e-26 | 1.0002 | 4.65078 | 6.9959
  3.000 | -2.7244e-29 | 1.0223 | 1.58669 | 6.9157
  5.000 | -8.7786e-31 | 1.1767 | 1.09583 | 6.4362
  7.000 | -1.0758e-31 | 1.5199 | 1.01113 | 6.0882
 10.000 | -1.2521e-32 | 2.1480 | 1.00029 | 6.0037
 15.000 | -1.0989e-33 | 3.2211 | 1.00000 | 6.0000
Internal energy U over free energy F
 R = 1 um: U/F = 9.989e-01
 R = 5 um: U/F = 4.363e-01
 R = 10 um: U/F = 3.678e-03
 R = 15 um: U/F = 7.306e-06
|F|/kT at 5 um = 9.240e-28
tests ok
```
